# Free energy of electron transfer from sensitizer to acid generator

## Question

In a sensitized photoresist, light is absorbed by a sensitizer D. The excited sensitizer D\* can pass one electron to an acid generator A:

$$
\mathrm{D^*}+\mathrm{A}\;\rightarrow\;\mathrm{D^+}+\mathrm{A^-}.
$$

The superscripts $+$ and $-$ mark a change of charge by one unit, so A itself may be neutral or a cation. The reduced acceptor may later break up and lead to acid, but those later steps are not part of the free energy asked for here.

The following data are given.

- The couple D⁺/D has the potential $E_{\rm ox}=1.4$ V.
- The couple A/A⁻ has the potential $E_{\rm red}=-1.2$ V.
- The excitation energy of the sensitizer, between the lowest vibrational levels of D and D\*, is $E_{00}=3.3$ eV.

Both potentials are standard thermodynamic potentials, measured against the same reference electrode and in the medium in which the reaction takes place. Both are written as reduction potentials: the value 1.4 V belongs to D⁺ + electron → D, and its sign is not reversed because the sensitizer is oxidized. The elementary charge is $e>0$, electrostatic formulas are in Gaussian units, and the temperature is 300 K, where $k_BT=0.02585$ eV. Until part (e), D and A are taken not to interact, either before or after the transfer.

## Part (a): transfer in the dark

**Express the free energy of D + A → D⁺ + A⁻ through the two potentials, show that the reference electrode drops out, and evaluate the result.**

**Answer.** Let the electrons in the reference electrode have the electrochemical potential $-eE_{\rm ref}$. An electrode held at potential $E$ against this reference has electrons of lower energy when $E$ is positive, because the electron charge is negative:

$$
\mu=-e(E+E_{\rm ref}).
$$

At the standard potential of a couple, its oxidized form plus one electron from the electrode is in equilibrium with its reduced form, both forms being in their standard states. The free energies on the two sides are then equal. For the sensitizer,

$$
G(\mathrm{D^+})-e(E_{\rm ox}+E_{\rm ref})=G(\mathrm{D}),
$$

and therefore

$$
G(\mathrm{D^+})-G(\mathrm{D})=e(E_{\rm ox}+E_{\rm ref}).
$$

For the acceptor, the oxidized form is A and the reduced form is A⁻:

$$
G(\mathrm{A})-e(E_{\rm red}+E_{\rm ref})=G(\mathrm{A^-}),
$$

so that

$$
G(\mathrm{A^-})-G(\mathrm{A})=-e(E_{\rm red}+E_{\rm ref}).
$$

The free energy of the dark reaction is the sum of these two differences:

$$
\begin{aligned}
\Delta G_{\rm dark}
&=[G(\mathrm{D^+})-G(\mathrm{D})]+[G(\mathrm{A^-})-G(\mathrm{A})]\\
&=e(E_{\rm ox}+E_{\rm ref})-e(E_{\rm red}+E_{\rm ref})\\
&=e(E_{\rm ox}-E_{\rm red}).
\end{aligned}
$$

The term $eE_{\rm ref}$ cancels because the electron that leaves D is the one that enters A. The cancellation requires a common reference. If the two potentials were quoted against different electrodes, the difference between those electrodes would remain in the result.

One elementary charge times one volt is one electronvolt, so

$$
\Delta G_{\rm dark}=[1.4-(-1.2)]\ \text{eV}=2.6\ \text{eV}.
$$

The negative reduction potential makes a positive contribution: moving an electron from the reference electrode to this acceptor costs free energy. The result is about $100\,k_BT$, so transfer from the unexcited sensitizer is strongly uphill.

## Part (b): transfer after excitation

**Show that the free energy of transfer from the excited sensitizer is −0.7 eV. What changes if the acceptor is excited instead?**

**Answer.** The products are the same as in the dark, but the reactant D is replaced by D\*. Adding and subtracting $G(\mathrm{D})$ gives

$$
\begin{aligned}
\Delta G
&=G(\mathrm{D^+})+G(\mathrm{A^-})-G(\mathrm{D^*})-G(\mathrm{A})\\
&=\Delta G_{\rm dark}-[G(\mathrm{D^*})-G(\mathrm{D})].
\end{aligned}
$$

The bracket is the free energy of excitation. It is approximated here by the energy $E_{00}$, which neglects the entropy of excitation and the change in thermal vibrational energy; part (d) examines this step. Then

$$
\boxed{\Delta G=e(E_{\rm ox}-E_{\rm red})-E_{00}}
$$

and

$$
\Delta G=(1.4+1.2-3.3)\ \text{eV}=-0.7\ \text{eV}.
$$

This is about $-68$ kJ/mol. The excitation energy enters with a minus sign because it raises the starting level, not the final one.

If the acceptor absorbs the light, the reaction is D + A\* → D⁺ + A⁻. The same addition and subtraction, now with $G(\mathrm{A})$, gives

$$
\Delta G=\Delta G_{\rm dark}-[G(\mathrm{A^*})-G(\mathrm{A})].
$$

The formula keeps its form, but $E_{00}$ must then be the excitation energy of the acceptor. The two excitation energies are not added unless both molecules are excited.

## Part (c): reading the result

**Find the equilibrium constant that belongs to $\Delta G$, the wavelength that corresponds to $E_{00}$, and the smallest excitation energy for which transfer is not uphill. What does the sign of $\Delta G$ leave open?**

**Answer.** For the two states D\* + A and D⁺ + A⁻, taken as if they could reach equilibrium with each other,

$$
K=e^{-\Delta G/k_BT}=e^{0.7/0.02585}\approx 6\times10^{11}.
$$

The charge-transfer state is strongly favoured over the excited state. This is not the composition of an illuminated resist, because both states can also decay to the ground state.

The wavelength follows from $\lambda=hc/E$. For $E_{00}=3.3$ eV it is 376 nm. Light of shorter wavelength may leave D\* with additional vibrational energy. The formula assumes that this energy has been lost before the transfer, and does not count it.

The condition $\Delta G\le 0$ reads

$$
E_{00}\ge e(E_{\rm ox}-E_{\rm red})=2.6\ \text{eV},
$$

which corresponds to 477 nm. This is a condition on the choice of sensitizer: with the two potentials held fixed, a sensitizer with a smaller $E_{00}$ would face an uphill transfer. It does not mean that the present sensitizer, whose $E_{00}$ is 3.3 eV, absorbs at 477 nm.

A negative $\Delta G$ says that transfer is thermodynamically allowed. It does not give the rate, which also depends on the electronic coupling and on the rearrangement of the molecules and their surroundings. Nor does it give the acid yield, since the electron may return to D⁺ before A⁻ breaks up.

The break-up also affects the input data. If A⁻ fragments quickly, the reduction is irreversible, and a measured peak potential need not equal the standard potential used in part (a). Any error $\delta E_{\rm red}$ enters directly as $-e\,\delta E_{\rm red}$ in $\Delta G$.

## Part (d): energy or free energy of excitation

**In a separate model, every species has a lowest level $\varepsilon$, a spin degeneracy $g$ and one harmonic vibration of quantum $\hbar\omega$:**

| Species | $\varepsilon$ (eV) | $g$ | $\hbar\omega$ (eV) |
|---|---|---|---|
| D | 0.0 | 1 | 0.010 |
| D\* | 3.1 | 1 | 0.008 |
| D⁺ | 6.0 | 2 | 0.012 |
| A | 0.0 | 1 | 0.015 |
| A⁻ | −3.3 | 2 | 0.011 |

**The reference has $E_{\rm ref}=4.4$ V. Find the potentials and the free energy of transfer, and determine the error made by using $E_{00}$.**

**Answer.** The levels are $\varepsilon+n\hbar\omega$ with $n=0,1,2,\dots$; the zero-point energy is contained in $\varepsilon$. The partition function is a geometric series,

$$
Z=g\,e^{-\varepsilon/k_BT}\sum_{n=0}^{\infty}e^{-n\hbar\omega/k_BT}
=\frac{g\,e^{-\varepsilon/k_BT}}{1-e^{-\hbar\omega/k_BT}},
$$

and $G=-k_BT\ln Z$ gives

$$
G=\varepsilon-k_BT\ln g+k_BT\ln\!\left(1-e^{-\hbar\omega/k_BT}\right).
$$

Only internal levels are counted. The translational and rotational parts are taken to be unchanged by transfer or excitation.

Inserting the table values gives

$$
\begin{aligned}
G(\mathrm{D^+})-G(\mathrm{D})&=5.9859\ \text{eV},\\
G(\mathrm{A^-})-G(\mathrm{A})&=-3.3241\ \text{eV},\\
G(\mathrm{D^*})-G(\mathrm{D})&=3.0952\ \text{eV}.
\end{aligned}
$$

By the relations of part (a), the potentials are

$$
E_{\rm ox}=5.9859-4.4=1.5859\ \text{V},
$$

$$
E_{\rm red}=3.3241-4.4=-1.0759\ \text{V}.
$$

The free energy of transfer in the model is

$$
\Delta G=5.9859-3.3241-3.0952=-0.4334\ \text{eV}.
$$

The boxed formula, with $E_{00}=3.1$ eV, gives instead

$$
1.5859+1.0759-3.1=-0.4382\ \text{eV}.
$$

It is too negative by 0.0048 eV. The potentials cause none of this error, since they are differences of free energies and already contain the vibrations and spin degeneracies of the ions. The error comes from the excitation step:

$$
G(\mathrm{D^*})-G(\mathrm{D})
=E_{00}-k_BT\ln\frac{1-e^{-\hbar\omega/k_BT}}{1-e^{-\hbar\omega^*/k_BT}},
$$

where $\omega$ belongs to D and $\omega^*$ to D\*. The vibration is softer in D\*, so more of its levels are thermally accessible. This lowers $G(\mathrm{D^*})$ and makes the excited state a slightly weaker donor than $E_{00}$ suggests.

Two limits show how the correction behaves. When $k_BT$ is much smaller than both quanta, both exponentials vanish, the logarithm goes to zero and $E_{00}$ suffices. When $k_BT$ is much larger than both quanta, $1-e^{-x}\approx x$ and the correction becomes $-k_BT\ln(\omega/\omega^*)$. Several independent softened modes add their contributions, so a flexible molecule can have a larger correction than this one-mode model.

Spin can matter as well. If D\* is a triplet with three nearly degenerate sublevels and D is a singlet, $G(\mathrm{D^*})$ is lowered by a further $k_BT\ln3\approx0.03$ eV, and $\Delta G$ rises by that amount. This counts all four spin states of the two doublets D⁺ and A⁻ as products, as the potentials do. A transfer step that conserves spin reaches one of the four states from a singlet D\* and three of them from a triplet. For that step alone, $\Delta G$ lies above the singlet value by $k_BT\ln4$ in the first case and by $k_BT\ln3+k_BT\ln(4/3)=k_BT\ln4$ in the second, that is by 0.036 eV in both, so singlet and triplet no longer differ. All these spin terms are small beside the 0.7 eV of part (b).

## Part (e): the neglected Coulomb term

**Let D and A carry charges $z_{\rm D}e$ and $z_{\rm A}e$ before the transfer, at distance $r$ in a medium of relative permittivity $\varepsilon_r$. Find the change in their Coulomb energy. Evaluate it for $r=0.7$ nm and $\varepsilon_r=40$, with a neutral sensitizer and an acceptor that is either neutral or a singly charged cation.**

**Answer.** Treat the two molecules as point charges in a uniform medium. Their interaction energy before the transfer is $z_{\rm D}z_{\rm A}e^2/(\varepsilon_r r)$. Losing an electron raises the charge number of D by one, and gaining it lowers that of A by one. The change is

$$
\begin{aligned}
w&=\frac{e^2}{\varepsilon_r r}\left[(z_{\rm D}+1)(z_{\rm A}-1)-z_{\rm D}z_{\rm A}\right]\\
&=\frac{e^2}{\varepsilon_r r}\left[z_{\rm D}z_{\rm A}-z_{\rm D}+z_{\rm A}-1-z_{\rm D}z_{\rm A}\right]\\
&=\frac{e^2}{\varepsilon_r r}\,(z_{\rm A}-z_{\rm D}-1).
\end{aligned}
$$

With $e^2=1.44$ eV nm, the prefactor is

$$
\frac{e^2}{\varepsilon_r r}=\frac{1.44}{40\times0.7}\ \text{eV}=0.051\ \text{eV}.
$$

For a neutral acceptor, $z_{\rm D}=z_{\rm A}=0$ and $w=-0.051$ eV. The products are two opposite charges that attract, and the free energy becomes

$$
\Delta G+w=-0.7-0.051\approx-0.75\ \text{eV}.
$$

For a cationic acceptor, such as an onium ion, $z_{\rm D}=0$ and $z_{\rm A}=1$, so $w=0$. One partner is neutral before the transfer and the other is neutral after it: the positive charge moves from A to D, and no attracting pair is created. This holds for the two partners alone. The counterion of the onium salt interacts with the charge at both places, and its contribution generally changes when the charge moves. The change need not be small: for an anion held 0.55 nm from A on the side away from D, hence 1.25 nm from D, it is $\frac{e^2}{\varepsilon_r}\left(\frac1{0.55\ \text{nm}}-\frac1{1.25\ \text{nm}}\right)$, about $+0.37$ eV at $\varepsilon_r=4$.

For a neutral pair, neglecting $w$ requires $e^2/(\varepsilon_r r)\ll|\Delta G|$, or

$$
\varepsilon_r r\gg\frac{1.44}{0.7}\ \text{nm}\approx2\ \text{nm}.
$$

Here $\varepsilon_r r=28$ nm, and the neglected term is about 7% of $|\Delta G|$. This condition protects the sign and rough size of $\Delta G$ only: the term is still about $2\,k_BT$ and changes the $K$ of part (c) by a factor of about 7. At the same distance with $\varepsilon_r=4$, it would be ten times larger, about $-0.51$ eV, and could not be neglected. The value 40 is typical of a strongly polar liquid; a polymer resist film is usually much less polar, so the second estimate of $w$ is closer to that case. It may be added to $-0.7$ eV only if the potentials themselves belong to the film; part (f) treats potentials measured in a solvent.

## Part (f): potentials taken from another medium

**The potentials were measured in a solvent of permittivity $\varepsilon_s$, but the transfer takes place in a film of smaller permittivity $\varepsilon_r$. Treat the ions as spheres of radii $a_{\rm D}$ and $a_{\rm A}$, with $r\ge a_{\rm D}+a_{\rm A}$. For a neutral pair, does the less polar film make charge separation easier, because the attraction is stronger?**

**Answer.** The energy needed to charge one sphere must also be included. A sphere of radius $a$ carrying charge $q$ has surface potential $q/(\varepsilon_r a)$, so charging it to $\pm e$ costs

$$
\int_0^e\frac{q\,dq}{\varepsilon_r a}=\frac{e^2}{2\varepsilon_r a}.
$$

The measured potentials already contain this cost for the solvent. Take the excitation energy and the solvation of the neutral molecules to be the same in both media. Replacing the charging cost in the solvent by that in the film, and adding the attraction from part (e), then gives the correction

$$
C=\frac{e^2}{2}\left(\frac1{a_{\rm D}}+\frac1{a_{\rm A}}\right)
\left(\frac1{\varepsilon_r}-\frac1{\varepsilon_s}\right)
-\frac{e^2}{\varepsilon_r r}.
$$

Its dependence on the film is found by differentiating with respect to $1/\varepsilon_r$:

$$
\frac{dC}{d(1/\varepsilon_r)}
=e^2\left[\frac12\left(\frac1{a_{\rm D}}+\frac1{a_{\rm A}}\right)-\frac1r\right].
$$

Since $(a_{\rm D}+a_{\rm A})^2\ge4a_{\rm D}a_{\rm A}$,

$$
\frac12\left(\frac1{a_{\rm D}}+\frac1{a_{\rm A}}\right)
=\frac{a_{\rm D}+a_{\rm A}}{2a_{\rm D}a_{\rm A}}
\ge\frac{2}{a_{\rm D}+a_{\rm A}}\ge\frac2r>\frac1r.
$$

The derivative is positive. In this continuum model, lowering the film permittivity therefore raises the free energy of charge separation: the loss of ion solvation outweighs the stronger attraction. Taking the attraction of part (e) alone would give the wrong direction. For $a_{\rm D}=a_{\rm A}=0.35$ nm, $r=0.7$ nm, $\varepsilon_s=40$ and $\varepsilon_r=4$, the correction is $C=0.93-0.51\approx+0.41$ eV. The free energy becomes about $-0.29$ eV instead of the $-1.21$ eV obtained from the attraction alone, and it reaches zero near $\varepsilon_r=2.6$. These numbers depend strongly on the radii chosen.

For a neutral sensitizer and a cationic acceptor, D⁺ is formed while the charge on A disappears. The attraction term is zero, and the solvation terms enter with opposite signs:

$$
C=\frac{e^2}{2}\left(\frac1{a_{\rm D}}-\frac1{a_{\rm A}}\right)
\left(\frac1{\varepsilon_r}-\frac1{\varepsilon_s}\right).
$$

This vanishes for equal radii. For unequal radii, let $a_>$ be the larger one. The derivative with respect to $1/\varepsilon_r$ now has the magnitude $\frac{e^2}{2}\left|\frac1{a_{\rm D}}-\frac1{a_{\rm A}}\right|$. Subtracting this from the derivative found for the neutral pair leaves

$$
e^2\left(\frac1{a_>}-\frac1r\right)>0,
$$

because $r\ge a_{\rm D}+a_{\rm A}>a_>$. Within the model, and with the counterion left out, a charge shift is thus less sensitive to the film permittivity than the creation of two ions of the same radii at the same distance. In a weakly polar film an onium salt is likely to be ion-paired, and the counterion can remove much of this advantage. The geometry of part (e) gives a derivative of about 1.5 eV with respect to $1/\varepsilon_r$, against 2.1 eV for the neutral pair with radii of 0.35 nm at $r=0.7$ nm.

The value $-0.7$ eV therefore applies when the potentials and the excitation energy belong to the reaction medium, the remaining pair interaction is negligible, and the free energy of excitation is close to $E_{00}$.

Numbers in the example were calculated in double precision.
